\section*{Trigonal Warping at the K Valley from Löwdin Partitioning}

\section{Definitions and conventions}

Consider one spinless electron of mass $m$ in a two-dimensional periodic potential with lattice constant $a$. Spin-orbit coupling is left out, and electron interaction enters at most through the potential. The valley point is $\mathbf K=(K,0)$ with $K=4\pi/(3a)$, and $\mathbf q=\mathbf k-\mathbf K$. I write
\begin{equation}
q_\pm=q_x\pm iq_y=q\,e^{\pm i\varphi},\qquad p_\pm=p_x\pm ip_y .
\label{eq:def}
\end{equation}
The direction $\varphi=0$ points from K to one of the three nearest M points, and $\varphi=\pi$ points to $\Gamma$.

The crystal has a threefold rotation $C_3$, represented by $U$, time reversal $T$, and a mirror $M$: $x\to-x$ whose line passes through the rotation centre. The states $|n\rangle$ at K have energies $E_n$ and satisfy
\begin{equation}
U|n\rangle=e^{-2\pi i l_n/3}|n\rangle ,\qquad l_n\in\{0,1,2\}.
\label{eq:l}
\end{equation}
All relations between the $l_n$ are modulo 3. The upper band $c$ and lower band $v$ satisfy $l_c=l_v+1$, and $\Delta=E_c-E_v$. All other bands are called remote and carry the index $r$ or $r'$. The remaining value of $l$, equal to $l_v-1=l_c+1$, defines the third class.

\section{The Hamiltonian near K and its selection rules}

Writing the wave function as $e^{i\mathbf q\cdot\mathbf r}$ times a function with Bloch vector $\mathbf K$ replaces $\mathbf p$ by $\mathbf p+\hbar\mathbf q$. Since $\mathbf q\cdot\mathbf p=\tfrac12(q_-p_++q_+p_-)$,
\begin{equation}
H=H_K+\frac{\hbar^2q^2}{2m}+H',\qquad
H'=\frac{\hbar}{2m}(q_-p_++q_+p_-).
\label{eq:kp}
\end{equation}
The second term is a multiple of the identity and only shifts all levels. With
\begin{equation}
W_{nn'}=\frac{\hbar}{2m}\langle n|p_-|n'\rangle ,\qquad
H'_{nn'}=q_+W_{nn'}+q_-W^*_{n'n},
\label{eq:W}
\end{equation}
the second relation follows from $p_+=p_-^\dagger$.

Rotation gives $Up_\pm U^\dagger=e^{\mp2\pi i/3}p_\pm$. Inserting $U^\dagger U$ on both sides of $p_+$,
\begin{equation}
\langle n|p_+|n'\rangle=e^{2\pi i(l_n-1-l_{n'})/3}\langle n|p_+|n'\rangle ,
\label{eq:select}
\end{equation}
so the element vanishes unless $l_n=l_{n'}+1$. Likewise $p_-$ requires $l_n=l_{n'}-1$. Diagonal elements of $H'$ therefore vanish, and
\begin{equation}
H'_{cv}=\gamma q_-,\qquad \gamma=\frac{\hbar}{2m}\langle c|p_+|v\rangle=W^*_{vc}.
\label{eq:gamma}
\end{equation}

The mirror fixes the phases. The antiunitary operator $\Theta=MT$ maps $\mathbf K$ to itself. It leaves $p_x$ unchanged, reverses $p_y$ and conjugates $i$, so $\Theta p_-\Theta^{-1}=p_-$. It also preserves $l$: $M$ inverts the rotation, and complex conjugation of its eigenvalue compensates this. As $\Theta^2=1$, the states can be chosen with $\Theta|n\rangle=|n\rangle$. Antiunitarity then gives $W_{nn'}=W_{nn'}^*$. All $W$ are real, and the sign of $|v\rangle$ is chosen to make $\gamma>0$.

\section{Löwdin partitioning}

Split $H'=D+B$, where $D$ acts within the pair $\{c,v\}$ and within the remote set, and $B$ connects the two sets. An anti-Hermitian $S=S_1+S_2+\dots$ that connects the two sets is chosen so that
\begin{equation}
e^{-S}He^S=H+[H,S]+\tfrac12[[H,S],S]+\dots
\label{eq:bch}
\end{equation}
has no elements between them. The first two orders of this condition are
\begin{equation}
[H_K,S_1]=-B,\qquad [H_K,S_2]=-[D,S_1].
\label{eq:S}
\end{equation}
For $n\in\{c,v\}$ the first equation gives
\begin{equation}
(S_1)_{nr}=-\frac{H'_{nr}}{E_n-E_r},\qquad
(S_1)_{rn}=\frac{H'_{rn}}{E_n-E_r}.
\label{eq:S1}
\end{equation}
The second-order term within the pair is
\begin{equation}
[B,S_1]+\tfrac12[[H_K,S_1],S_1]=\tfrac12[B,S_1].
\label{eq:second}
\end{equation}
Taking its matrix element with \eqref{eq:S1},
\begin{equation}
H^{(2)}_{nn'}=\frac12\sum_r H'_{nr}H'_{rn'}
\left[\frac1{E_n-E_r}+\frac1{E_{n'}-E_r}\right].
\label{eq:L2}
\end{equation}

For $n=c$, $n'=v$, a remote state with $l_r=l_c$ has $H'_{cr}=0$, and one with $l_r=l_v$ has $H'_{rv}=0$. Only the third class remains. For it $l_c=l_r-1$ and $l_r=l_v-1$, so both steps use $p_-$:
\begin{equation}
H'_{cr}H'_{rv}=q_+^2W_{cr}W_{rv}.
\label{eq:path}
\end{equation}
The off-diagonal element is thus
\begin{align}
H_{cv}&=\gamma q_-+\kappa q_+^2+O(q^3),\label{eq:Hcv}\\
\kappa&=\frac12\sum_r W_{cr}W_{rv}
\left[\frac1{E_c-E_r}+\frac1{E_v-E_r}\right].
\label{eq:kappa}
\end{align}
Both terms transform alike under $C_3$, because $q_-$ and $q_+^2$ acquire phases that differ by a full turn.

For $n=n'$, \eqref{eq:L2} gives $E_n+\mu_nq^2$ with
\begin{equation}
\mu_n=\frac{\hbar^2}{2m}+\sum_r\frac{W_{nr}^2+W_{rn}^2}{E_n-E_r}.
\label{eq:mu}
\end{equation}
At most one of the two numerators is nonzero for each $r$, so no angular dependence arises here. The partitioning requires $|H'_{nr}|\ll|E_n-E_r|$; it fails when a remote band that couples to the pair approaches it.

\section{Warping in the two-band energies}

From \eqref{eq:Hcv},
\begin{equation}
|H_{cv}|^2=\gamma^2q^2+\kappa^2q^4+2\gamma\kappa q^3\cos3\varphi ,
\label{eq:square}
\end{equation}
where the last term is $2\,\mathrm{Re}(\gamma q_+\,\kappa q_+^2)$. With $h_n=E_n+\mu_nq^2$, the two-band energies are
\begin{equation}
E_\pm=\frac{h_c+h_v}2\pm\sqrt{\frac{(h_c-h_v)^2}4+|H_{cv}|^2}.
\label{eq:two}
\end{equation}

For $\gamma q\ll\Delta$, the root is $(h_c-h_v)/2+|H_{cv}|^2/\Delta+O(q^4)$. Hence
\begin{equation}
E_\pm=E_{c,v}+A_{c,v}q^2\pm\frac{2\gamma\kappa}{\Delta}q^3\cos3\varphi+O(q^4),
\quad A_{c,v}=\mu_{c,v}\pm\frac{\gamma^2}{\Delta}.
\label{eq:gapped}
\end{equation}

For $\Delta=0$, the term $(\mu_c-\mu_v)^2q^4/4$ under the root changes the energy only at order $q^3$. Expanding $\sqrt{\gamma^2q^2+2\gamma\kappa q^3\cos3\varphi}$ gives
\begin{equation}
E_\pm=E_0+\frac{\mu_c+\mu_v}{2}q^2\pm\left(\gamma q+\kappa q^2\cos3\varphi\right)+O(q^3).
\label{eq:gapless}
\end{equation}
Here $E_0$ is the common energy at K. To first order in $\kappa$, and neglecting $\mu_c-\mu_v$, the two limits are joined by
\begin{equation}
\delta E_\pm=\pm\frac{\gamma\kappa q^3\cos3\varphi}{\sqrt{\Delta^2/4+\gamma^2q^2}} .
\label{eq:cross}
\end{equation}
The power of $q$ changes from three to two around $q\sim\Delta/(2\gamma)$. This is a statement about the two-band energies \eqref{eq:two}. It omits the diagonal cubic terms of the next section, and it describes the true bands only when $\Delta$ is small compared with the distance to the remote bands, so that the partitioning still holds at the crossover. In the model crystal below, the warping of half the band splitting follows \eqref{eq:cross} to about 1\% for $\theta=-2^\circ$ ($\Delta=0.21$ eV) up to four times the crossover wave number. For $\theta=-20^\circ$ ($\Delta=2.0$ eV) it is 11\% smaller at the crossover, $q\approx2$ nm$^{-1}$.

Time reversal gives $E(-\mathbf K+\mathbf q)=E(\mathbf K-\mathbf q)$. This replaces $\varphi$ by $\varphi+\pi$ and reverses the warping in the other valley. Without the mirror, $\gamma^*\kappa$ may be complex, and the last term of \eqref{eq:square} becomes $2|\gamma\kappa|q^3\cos(3\varphi+\arg\gamma^*\kappa)$. At finite gap this need not be the phase of the complete warping, because the diagonal cubic terms of the next section may then be complex as well.

\section{The other cubic terms}

At finite gap, \eqref{eq:gapped} is not yet the complete cubic energy: the diagonal elements also have third-order terms. Collecting these in \eqref{eq:bch} and using \eqref{eq:S},
\begin{align}
&[B,S_2]+\tfrac12\big([[H_K,S_1],S_2]+[[H_K,S_2],S_1]+[[D,S_1],S_1]\big)\nonumber\\
&\quad=[B,S_2]-\tfrac12[B,S_2]=\tfrac12[B,S_2].
\label{eq:third}
\end{align}
The second equation in \eqref{eq:S} gives
\begin{equation}
(S_2)_{nr}=\frac1{E_n-E_r}\left[\frac{H'_{n\bar n}H'_{\bar nr}}{E_{\bar n}-E_r}
-\sum_{r'}\frac{H'_{nr'}H'_{r'r}}{E_n-E_{r'}}\right],
\label{eq:S2}
\end{equation}
where $\bar n$ is the other member of the pair. Since $S_2$ is anti-Hermitian, the diagonal element of \eqref{eq:third} is $-\mathrm{Re}\sum_r(S_2)_{nr}H'_{rn}$, or
\begin{align}
H^{(3)}_{nn}={}&\sum_{rr'}\frac{H'_{nr'}H'_{r'r}H'_{rn}}{(E_n-E_{r'})(E_n-E_r)}\nonumber\\
&-\mathrm{Re}\sum_r\frac{H'_{n\bar n}H'_{\bar nr}H'_{rn}}{(E_{\bar n}-E_r)(E_n-E_r)}.
\label{eq:H3}
\end{align}

Each product is a closed path of three steps, and each step changes $l$ by $\pm1$. The total change must be a multiple of 3, so all three steps have the same sign and the product contains $q_+^3$ or $q_-^3$. Therefore $H^{(3)}_{nn}=d_nq^3\cos3\varphi$, with
\begin{align}
d_n&=2R_n-L,\qquad
L=\sum_r\frac{\gamma W_{cr}W_{rv}}{(E_c-E_r)(E_v-E_r)},\label{eq:d}\\
R_n&=\sum_{rr'}\frac{W_{nr}W_{rr'}W_{r'n}}{(E_n-E_r)(E_n-E_{r'})}.\label{eq:R}
\end{align}
The factor 2 comes from the two senses of the path. The real part in \eqref{eq:H3} supplies only one $\cos3\varphi$, and it is the same for $c$ and $v$. The complete cubic coefficients are
\begin{equation}
C_c=\frac{2\gamma\kappa}\Delta+d_c,\qquad
C_v=-\frac{2\gamma\kappa}\Delta+d_v .
\label{eq:C}
\end{equation}
The $O(q^3)$ part of $H_{cv}$ enters the energies at order $q^4$ and does not change them.

These coefficients agree with ordinary third-order perturbation theory. The identity
\begin{equation}
\frac{1}{(E_c-E_r)(E_v-E_r)}=\frac1\Delta\left[\frac1{E_v-E_r}-\frac1{E_c-E_r}\right]
\label{eq:id}
\end{equation}
turns \eqref{eq:C} into
\begin{align}
C_c&=2R_c+\sum_r\frac{2\gamma W_{cr}W_{rv}}{\Delta(E_c-E_r)},\nonumber\\
C_v&=2R_v-\sum_r\frac{2\gamma W_{cr}W_{rv}}{\Delta(E_v-E_r)}.
\label{eq:RS}
\end{align}
The sums are the paths with one intermediate state in the pair and one outside it; $R_n$ contains the paths with both outside.

The third class is needed for any warping. If it is deleted, every remaining element of $H'$ from the class of $v$ to that of $c$ is proportional to $e^{-i\varphi}$. Multiplying all states in the class of $c$ by $e^{-i\varphi}$ removes $\varphi$ from the Hamiltonian, so the energies depend on $q$ alone.

\section{What the value of $\kappa$ means}

The value in \eqref{eq:kappa} belongs to the basis produced by \eqref{eq:S}. Apply a further rotation $e^{F}$ within the pair, with $F_{cv}=sq_+^2$, $F_{vc}=-sq_-^2$ and real $s$. To leading order the Hamiltonian changes by $[H,F]$:
\begin{align}
[H,F]_{cv}&=(h_c-h_v)sq_+^2=s\Delta q_+^2+O(q^4),\nonumber\\
[H,F]_{cc}&=-\gamma s(q_-^3+q_+^3)=-2\gamma sq^3\cos3\varphi,\nonumber\\
[H,F]_{vv}&=+2\gamma sq^3\cos3\varphi .
\label{eq:rot}
\end{align}
Thus $\kappa\to\kappa+s\Delta$, while $d_c$ and $d_v$ change by $\mp2\gamma s$. The coefficients \eqref{eq:C} remain the same. The choice $s=-\kappa/\Delta$ removes the quadratic off-diagonal term altogether and places its warping on the diagonal. A value of $\kappa$ at finite gap therefore needs its basis and the accompanying $d_n$. As $\Delta\to0$ with bounded $s$ the ambiguity disappears, and $\kappa$ is fixed by the energies \eqref{eq:gapless}.

\section{A solvable case: three plane waves}

Let $\mathbf K_j=K(\cos\frac{2\pi j}3,\sin\frac{2\pi j}3)$, $j=0,1,2$, be the three equivalent corners. Take the potential
\begin{equation}
V(\mathbf r)=2V\sum_{j=0}^{2}\cos[(\mathbf K_{j+1}-\mathbf K_j)\cdot\mathbf r+\theta],
\qquad \mathbf K_3=\mathbf K_0 ,
\label{eq:pot}
\end{equation}
and keep only the plane waves $|\mathbf K_j\rangle$. Then $\langle\mathbf K_{j+1}|V|\mathbf K_j\rangle=Ve^{i\theta}$. The states $|l\rangle=3^{-1/2}\sum_je^{2\pi ilj/3}|\mathbf K_j\rangle$ have energies
\begin{equation}
E_l=\frac{\hbar^2K^2}{2m}+2V\cos\left(\theta-\frac{2\pi l}3\right).
\label{eq:El}
\end{equation}
Since $p_+|\mathbf K_j\rangle=\hbar Ke^{2\pi ij/3}|\mathbf K_j\rangle$, one has $p_+|l\rangle=\hbar K|l+1\rangle$. Every allowed $W$ equals $\gamma=\hbar^2K/2m$.

For $V>0$ and a small negative $\theta$, the levels in rising order are $v$ ($l=1$), $c$ ($l=-1$) and $r$ ($l=0$). Equation \eqref{eq:kappa} becomes
\begin{equation}
\kappa=\frac{\gamma^2}2\left[\frac1{E_c-E_r}+\frac1{E_v-E_r}\right]<0 .
\label{eq:k3}
\end{equation}
With a single remote state $R_n=0$, so $d_c=d_v=-L$. The transition energy $E_+-E_-$ then has the cubic coefficient $C_c-C_v=4\gamma\kappa/\Delta$.

The secular equation leads to the same warping without any partitioning. With $\lambda=E-\hbar^2q^2/2m$ and $H_{cv}=H_{vr}=H_{rc}=\gamma q_-$, the determinant is
\begin{equation}
\prod_i(\lambda-E_i)-\gamma^2q^2\sum_i(\lambda-E_i)-2\gamma^3q^3\cos3\varphi=0 .
\label{eq:sec}
\end{equation}
Near $\lambda=E_c$, the product is $(\lambda-E_c)\Delta(E_c-E_r)$ to leading order. The angular part of $\lambda$ is therefore $2\gamma^3q^3\cos3\varphi/[\Delta(E_c-E_r)]$, which is \eqref{eq:RS} for one remote state.

\section{Numerical example}

Take a model crystal with $a=0.32$ nm, $V=1.50$ eV, $\theta=-20^\circ$ and the free-electron mass. Then $K=13.09$ nm$^{-1}$ and $\hbar^2/2m=0.03810$ eV\,nm$^2$, so three plane waves give $\gamma=0.4987$ eV\,nm. The levels are $E_v=4.230$, $E_c=6.007$ and $E_r=9.347$ eV, with $\Delta=1.777$ eV. Hence
\begin{align}
\kappa&=\frac{(0.4987)^2}{2}\left[\frac1{-3.340}+\frac1{-5.117}\right]
=-0.0615\ \text{eV\,nm}^2,\nonumber\\
\frac{2\gamma\kappa}\Delta&=-0.0345,\qquad d_c=d_v=-0.0073\ \text{eV\,nm}^3 .
\label{eq:num3}
\end{align}
Thus $C_c=-0.0418$ and $C_v=0.0273$ eV\,nm$^3$.

Now include all 48 plane waves with wave number below $6.1K$. Diagonalization at K gives $\Delta=2.007$ eV, $\gamma=0.4958$ eV\,nm and, from \eqref{eq:kappa}, $\kappa=-0.0692$ eV\,nm$^2$. To this precision the lowest remote band alone supplies that $\kappa$. The cubic coefficients, in eV\,nm$^3$, are
\begin{align}
C_c&=-0.034178-0.008876=-0.043054,\nonumber\\
C_v&=+0.034178-0.008946=+0.025232 .
\label{eq:num48}
\end{align}

The energy at $\varphi=0$ minus that at $\varphi=\pi$ is $2C_nq^3$ at cubic order. At $q=0.5$ nm$^{-1}$, in meV:
\begin{center}
\begin{tabular}{lrrr}
 & diagonalization & full cubic & $\kappa$ only\\
$c$ & $-10.40$ & $-10.76$ & $-8.54$\\
$v$ & $6.05$ & $6.31$ & $8.54$\\
$c-v$ & $-16.45$ & $-17.07$ & $-17.09$
\end{tabular}
\end{center}
Taken alone, $\kappa$ underestimates the warping of $c$ and overestimates that of $v$, because $d_c$ and $d_v$ have the same sign. They nearly cancel in the transition energy, because $d_c-d_v=2(R_c-R_v)$ is small in this model. The cancellation is exact for a single remote state but is not general: for $V=8$ eV and $\theta=-30^\circ$ the difference $d_c-d_v$ is about 20\% of $4\gamma\kappa/\Delta$ in size. The remaining difference of about 4\% from diagonalization is of higher order in $q$.

For a contour at depth $\varepsilon$ below the valence edge, the condition is $\varepsilon=|A_v|q^2-C_vq^3\cos3\varphi$. Setting $q=q_0+\delta$ with $q_0=\sqrt{\varepsilon/|A_v|}$ and keeping first order in $C_v$ gives $\delta/q_0=C_vq_0\cos3\varphi/(2|A_v|)$. With $A_v=-0.1377$ eV\,nm$^2$ and $\varepsilon=50$ meV, $q_0=0.603$ nm$^{-1}$ and
\begin{equation}
\frac{q_{\rm M}-q_\Gamma}{q_{\rm M}+q_\Gamma}\simeq
\frac{0.0252\times0.603}{2\times0.1377}=5.5\% .
\label{eq:contour}
\end{equation}
Here $q_{\rm M}$ and $q_\Gamma$ are the radii towards M and $\Gamma$. Root finding on the diagonalized band gives 0.648 and 0.580 nm$^{-1}$, a warping of 5.6\%. The $\kappa$ term alone would give 7.5\%. The hole contour bulges towards the three M points.

At $\theta=0$ the levels $c$ and $v$ are degenerate. Three plane waves give $E_c-E_r=E_v-E_r=-3V$, hence $\kappa=-\gamma^2/(3V)=-0.055$ eV\,nm$^2$. With 48 plane waves, $\gamma=0.494$ eV\,nm and $\kappa=-0.062$ eV\,nm$^2$. The $\cos3\varphi$ component of half the band splitting, divided by $q^2$ and extrapolated to $q=0$, has this same value, as \eqref{eq:gapless} requires. In this limit $\kappa$ alone sets the leading warping, whereas at finite gap the diagonal terms are needed at the same order.

Numerical values quoted here were computed with a short program.
